Exciton Binding and the Two Gaps: Electronic versus Lattice Screening

**Question.** A wide-gap oxide in a memory capacitor has an electronic dielectric constant of 4.4 and a static one, lattice included, of 20. An electron and a hole with reduced mass 0.5 attract each other, so light can create a bound pair below the fundamental gap. How large is the difference between the fundamental and optical gaps under each kind of screening, how does it scale, and which screening should be used?

**Answer.**

**What is being subtracted**

The fundamental gap E_g is the energy needed to make an electron and a hole that are far apart. The optical gap E_opt is taken here as the energy of the lowest bound pair, the exciton, with its centre of mass at rest. Their difference is the binding energy:

E_g − E_opt = E_b.

Both gaps must refer to the same state of the lattice. If the ions are clamped, E_g is the ordinary band gap. If the ions relax around each carrier, the free carriers are polarons and E_g is the smaller polaron gap. This distinction matters later.

The first model has isotropic parabolic bands, no applied field, and an attraction reduced by one constant ε. Masses are in units of the free-electron mass m0. With

C = e²/(4πε0),

the Hamiltonian separates into centre-of-mass motion, which is set to rest, and relative motion with reduced mass μ = m_e m_h/(m_e + m_h):

−(ħ²/2μm0) ∇²ψ − (C/εr) ψ = Eψ.

**The hydrogenic binding**

Try ψ = exp(−r/a). For a function of r alone, ∇²ψ = ψ″ + (2/r)ψ′, so

∇²ψ = [1/a² − 2/(ar)] ψ.

Inserting this and dividing by ψ gives

−ħ²/(2μm0a²) + ħ²/(μm0 a r) − C/(εr) = E.

The right side does not depend on r, so the two terms in 1/r must cancel:

ħ²/(μm0a) = C/ε.

With the Bohr radius a0 = ħ²/(m0C), this gives

a = a0 ε/μ.

The remaining constant is the energy. With the Rydberg energy Ry = ħ²/(2m0a0²),

E = −ħ²/(2μm0a²) = −Ry μ/ε².

The function has no node, so this is the ground state, and

E_b = Ry μ/ε².

One power of 1/ε comes from the weaker attraction. The other comes from the orbit, which grows in proportion to ε and keeps the charges farther apart. For small changes of the inputs,

δE_b/E_b = δμ/μ − 2 δε/ε,

so a 10 percent error in ε costs about 20 percent in the binding.

**The two limits in numbers**

Take Ry = 13.6057 eV, a0 = 0.05292 nm and electron and hole masses of 1 each, so that μ = 0.5. With electronic screening alone,

E_el = 13.6057 × 0.5/4.4² = 0.351 eV,
a_el = 0.05292 × 4.4/0.5 = 0.466 nm.

With full lattice screening,

E_full = 13.6057 × 0.5/20² = 0.0170 eV,
a_full = 0.05292 × 20/0.5 = 2.12 nm.

The mass cancels from the ratio if it is held fixed:

E_el/E_full = (20/4.4)² = 20.7.

The gap difference therefore changes about twentyfold. The optical gap itself changes by the same energy, which is a far smaller fraction of its value. For a fundamental gap of 6 eV, held fixed in this comparison, it is 5.65 eV in the first limit and 5.98 eV in the second. The shift of 0.334 eV is 5.6 percent of the fundamental gap. This upward shift comes only from holding the fundamental gap fixed. As shown below, the lattice response also lowers the fundamental gap, by more than it lowers the binding, so for a fixed clamped gap of 6 eV the optical gap falls, from 5.65 eV to about 5.51 to 5.55 eV.

**Can the lattice follow?**

The ions respond at the frequency ω of a polar optical phonon. Let one effective mode have ħω = 80 meV. If the pair's internal motion is much faster than the ions, they see only its average charge and electronic screening applies. If it is much slower, the ions follow both charges and full screening applies. A first test compares E_b with ħω.

A second test uses length. A carrier of mass m that emits a phonon of wave number 1/l recoils with kinetic energy ħω when

l = √[ħ²/(2m m0 ħω)] = a0 √[Ry/(m ħω)].

Here l = 0.690 nm. The lattice polarization cannot resolve the carrier's position much more finely than this. Since E_b = ħ²/(2μm0a²), division by ħω = ħ²/(2m m0l²) gives

E_b/ħω = (m/μ)(l/a)² = 2(l/a)²

for equal masses. The two tests are thus the same test, up to a factor of two.

In the electronic limit E_b/ħω is 351/80 = 4.4, which says that the pair is fast, as assumed. In the full limit it is 17/80 = 0.21, which says that the pair is slow, again as assumed. Each limit is consistent with itself, so the test cannot choose between them. This happens whenever ħω lies between E_full and E_el, a window as wide as the twentyfold ratio. A better estimate needs a potential in which the screening depends on distance.

**Screening that depends on distance**

Let the carriers couple linearly to the polar mode, with amplitude V_q for the electron and −V_q for the hole. When one carrier emits a phonon and the other absorbs it, second-order perturbation theory gives an interaction energy. The intermediate state costs ħω plus the recoil energy ħ²q²/(2m m0) = ħω l²q². For equal masses the two orders of emission contribute equally:

U(r) = +2 Σ_q |V_q|² cos(q·r)/[ħω(1 + l²q²)].

A second-order energy is normally negative. The sign here is positive because the two coupling amplitudes have opposite signs. The expression neglects the carriers' initial kinetic energy and their change of potential energy during the exchange.

The strength of V_q follows from the static limit. Without recoil, the lattice must turn electronic screening into full screening:

−C/(ε_el r) + U(r) = −C/(ε_full r).

Thus U = Cκ/r in that limit, where

κ = 1/ε_el − 1/ε_full = 0.1773.

The Fourier transform of 1/r is 4π/q². In a volume Ω this requires 2|V_q|²/ħω = 4πCκ/(Ωq²), so

|V_q|² = 2πCκħω/(Ωq²).

Now restore the recoil. The sum becomes an integral:

U(r) = Cκ ∫ d³q/(2π)³ · 4π exp(iq·r)/[q²(1 + l²q²)].

Partial fractions separate it:

1/[q²(1 + l²q²)] = 1/q² − 1/(q² + 1/l²).

The first term transforms to 1/r and the second to exp(−r/l)/r, with the factor 4π included. Hence

U(r) = (Cκ/r)[1 − exp(−r/l)].

Adding −C/(ε_el r) and using 1/ε_el − κ = 1/ε_full gives the Haken potential for equal masses:

V(r) = −(C/r)[1/ε_full + κ exp(−r/l)].

For r much smaller than l the bracket is 1/ε_el. For r much larger than l it is 1/ε_full.

**The gap moves as well**

Each carrier can also reabsorb its own phonon. This lowers its energy by

Δ = Σ_q |V_q|²/[ħω(1 + l²q²)].

Insert |V_q|² and use d³q = 4πq²dq. The factors of q² cancel:

Δ = 2πCκ · (4π/8π³) ∫₀^∞ dq/(1 + l²q²)
  = (Cκ/π) · π/(2l)
  = Cκ/(2l).

Because C = 2Ry a0 and a0/l = √(mħω/Ry), this equals αħω with

α = κ √(Ry m/ħω) = 0.1773 × √(13.6057/0.080) = 2.31.

To second order each carrier is lowered by 2.31 × 80 = 185 meV, and the polaron gap lies 370 meV below the clamped band gap. Feynman's variational theory of the polaron gives 382 meV at this coupling. It also makes each polaron about 1.6 times heavier than the bare carrier, which would raise the full-screening binding from 17 to about 27 meV. The Haken model below keeps the bare masses. The binding in the Haken potential is counted from this polaron gap, since V(r) vanishes when the two polarons are far apart.

It follows that gaps from different lattice states must not be mixed. The clamped exciton lies 351 meV below the clamped gap, while the polaron gap lies 370 meV below it. Subtracting the clamped optical gap from the polaron gap would give 351 − 370 = −19 meV, which is not a binding energy of any state.

**How the binding crosses over**

For a slow lattice, l is much larger than a_el. Expanding exp(−r/l) ≈ 1 − r/l in the Haken potential gives

V(r) ≈ −C/(ε_el r) + Cκ/l.

The correction is a constant, so to this order

E_b ≈ E_el − Cκ/l.

In this model the loss grows as √ω at fixed κ and equals 2Δ, the lowering of the gap. To this order the exciton's absolute energy stays put and the free-carrier threshold comes down towards it. For the present inputs the law is only rough: it gives a loss of 131 meV at ħω = 10 meV and 185 meV at 20 meV, where the full Haken potential gives 110 and 146 meV. The √ω law also cannot be followed to very soft modes. Since α grows as 1/√ω, second-order theory fails below about 10 meV here. Each carrier then traps itself in its own polarization, and the lowering of the gap tends slowly to about 90 meV (Feynman's theory still gives 120 meV at 5 meV) instead of vanishing, so the binding from the polaron gap does not return to E_el.

For a fast lattice, l is much smaller than a_full. The term in κ then acts near the origin, where the density is nearly constant. The normalized density there is 1/(πa_full³), so first-order perturbation theory adds

Cκ ∫ 4πr² dr · exp(−r/l)/(πa_full³ r) = 4Cκl²/a_full³

to the binding. Since E_full = C/(2ε_full a_full), the relative increase is

8κε_full (l/a_full)².

This limit is reached slowly when the lattice contributes much of the screening, because κε_full = ε_full/ε_el − 1 is then large. The result belongs to the Haken potential with bare masses. In the coupled electron-phonon problem the leading correction for a fast lattice is the polaron mass increase, a relative gain of α/6 that is linear in l, and the term in l² is smaller than the Haken form gives.

Neither expansion serves for the present numbers. The slow-lattice correction of 370 meV exceeds E_el itself. The fast-lattice correction is 8 × 0.1773 × 20 × (0.690/2.12)² ≈ 3 times E_full. The equation must be solved numerically.

With u = rψ, the ground state obeys

−(ħ²/2μm0) u″ + V(r)u = Eu, with u(0) = 0.

Finite differences on a radial grid with a spacing of 0.002 nm, extending to 30 nm, turn this into a matrix eigenvalue problem. Its lowest eigenvalue gives a binding of 118 meV. The radius, defined as 1/⟨1/r⟩ so that it equals a for a hydrogenic state, is 0.55 nm. The binding is about a third of the electronic value and about seven times the full-screening value.

The small radius explains why the result is so far above 17 meV. The mean separation is 0.87 nm. Averaged over the ground state the factor exp(−r/l) is 0.36, and with the weight 1/r that enters the energy it is 0.52, so about half of the lattice screening is missing from the attraction. A softer mode of 50 meV, with both dielectric constants held fixed, lengthens l and raises the binding to 149 meV.

These values are interpolations. The coupling α = 2.31 is not small, as second-order theory requires, and the radius is not large compared with l. They indicate that the full-screening formula is a poor choice for these parameters, but the binding itself is uncertain by tens of meV. Second-order theory applied to the bound pair, with its internal excited states kept, gives about 83 meV at 80 meV phonon energy, where the Haken potential gives 110 meV at the same order in κ. The Haken potential therefore overbinds here by roughly 25 meV.

**Short distances**

The electronic radius of 0.466 nm is only about a third larger than a typical distance between neighbouring cations, roughly 0.35 nm. The pair therefore also samples separations much shorter than the spacing of the atoms, where the electrons of the solid do not screen with their full macroscopic constant. A simple model for the clamped lattice is

1/ε(r) = 1/ε_el + (1 − 1/ε_el) exp(−r/s),

which removes the screening at contact. With s = 0.05 nm, the same radial calculation gives 515 meV, which is 46 percent above E_el.

First-order perturbation theory shows where this comes from. The extra attraction, averaged over the undisturbed state, is

(1 − 1/ε_el)(C/a_el)/[1 + a_el/(2s)]².

With C = 2 × 13.6057 × 0.05292 = 1.440 eV nm, this is 0.773 × (1.440/0.466)/5.66² ≈ 0.075 eV. The full increase is 0.163 eV. The rest comes from the change of the wave function, which draws inwards and samples more of the extra attraction. The parabolic bands are themselves doubtful at this scale, and the result depends strongly on the chosen s: the increase is 13 percent for s = 0.03 nm and 113 percent for s = 0.07 nm. The 46 percent therefore shows how sensitive the electronic limit is to short distances and is not a correction to be added.

**Unequal masses along different axes**

Let the reduced mass be 0.417 in two directions and 0.833 in the third. The mean inverse mass is then (2.4 + 2.4 + 1.2)/3 = 2, as before. Use an ellipsoidal trial function with transverse radius a and axial radius ta:

ψ = exp{−√[(x² + y²)/a² + z²/(t²a²)]}.

The substitution z = tz′ makes it spherical. Each component of the mean squared wave vector is then 1/(3a²), and the axial one gains a factor 1/t² on returning to z. The kinetic energy is

T = Ry K a0²/a², K = (2/μ_perp + 1/(μ_par t²))/3.

In the scaled coordinates r = r′√(1 − c² + t²c²), where c is the cosine of the polar angle, and ⟨1/r′⟩ = 1/a. For t < 1, with w = √(1 − t²), the angular average is

A = ∫₀¹ dc/√(1 − w²c²) = arcsin(w)/w.

With x = a0/a the total energy is Ry(Kx² − 2Ax/ε). Its derivative vanishes at x = A/(εK), which gives

E_b ≥ Ry A²/(ε²K).

The inequality holds because a trial energy cannot lie below the ground-state energy. For ε = 4.4 the best axis ratio is t = 0.782. Then A = 1.080 and K = 2.254, and the binding is at least 363 meV, or 3.4 percent above the isotropic value. At a fixed mean inverse mass, this twofold anisotropy therefore raises the binding by at least about 3.4 percent; the bound does not limit the increase from above.

**Temperature and field**

At 300 K the thermal energy kT is 25.9 meV. It exceeds the full-screening binding of 17.0 meV but is well below the electronic one. A fully screened exciton would thus be easily broken up by heat, although the fraction that survives also depends on the carrier density.

An applied field F tilts the potential. Along the direction in which the barrier falls,

V(x) = −C/(εx) − eFx.

The top of the barrier is where C/(εx²) = eF, and its height is −2√(CeF/ε). Setting this equal to −E_b gives

eF = εE_b²/(4C).

Since E_b varies as 1/ε², this field varies as 1/ε³. It is 0.94 MV/cm for electronic screening and 0.010 MV/cm for full screening. A capacitor working at 1 MV/cm is far beyond this field for full screening and close to it for electronic screening. The estimate is one-dimensional and leaves out the field's shift of the level and tunnelling through the barrier, so it marks a scale and not a sharp threshold. In three dimensions the electronically screened pair at 1 MV/cm is still a sharp level, lowered by 8 meV with a width of about 1 meV, and its width reaches about 30 meV only at 2 MV/cm. The pair in the Haken potential at 1 MV/cm is lowered by 15 meV and broadened to about 24 meV.

**Beside a real hafnia film**

The inputs lie in the rough regime of hafnia: a gap near 6 eV, an electronic constant between 4 and 5, and a static constant of some tens that depends on the crystal phase. Equal masses of 1 and a single phonon are simplifications; the real crystal has several polar modes and direction-dependent constants. If the static constant were 30 instead of 20, the full-screening binding would fall to 13.6057 × 0.5/30² = 7.6 meV and the ratio would rise to 46. The intermediate binding would fall too, to 97 meV in the Haken potential and 57 meV in second-order theory. The single-mode assumption matters too: moving the mode from 80 to 50 meV shifts the intermediate binding by 31 meV. In a real film, defects and disorder can also blur the absorption edge, so its measured onset need not be the exciton level of this model.

The estimate matters when band offsets are built from optical data. At an interface with a metal, the electron and hole barriers, measured from the same Fermi level, add up to the fundamental gap. If the optical gap is used in its place, their sum is too small by E_b. For these parameters that error is 0.35 eV with a clamped lattice and 0.017 eV in the fully screened limit with bare masses. For relaxed carriers with equal masses, a static constant of 20 and an 80 meV phonon, the estimates above put it at roughly 0.08 to 0.12 eV, measured from the polaron gap. The reduced mass alone does not fix this range. With masses of 0.6 and 3, which also give μ = 0.5, the Haken potential (with the two exponentials averaged) gives 0.10 eV and second-order theory gives 0.05 eV, and the heavier carrier has a coupling of 4.0, where second order is less reliable. The model assumes a direct gap and only long-range polar coupling; self-trapping of a carrier or of the exciton by a local distortion lies outside it.
